# Aitken extrapolation of growth per cycle against purge time

## Drops that halve

Atomic layer deposition doses a precursor and a coreactant in turn, with a purge after each dose. If the purge after the precursor is too short, some precursor is still in the gas when the coreactant arrives. The two then react together and deposit extra material, here called overlap growth. It is added to the self-limited growth of the surface reactions.

Suppose that this purge lasts 2, 4 and 6 s in three otherwise identical runs, and that the growth per cycle is

\[
x_0=1.30,\qquad x_1=1.18,\qquad x_2=1.12\ \text{Å}.
\]

The first extra 2 s of purge lowers the growth by 0.12 Å, and the second lowers it by 0.06 Å. The drop has halved. If it goes on halving with every further 2 s, the drops still to come are 0.03, 0.015, 0.0075 Å and so on. Call their sum \(S\). Doubling every term puts a new term 0.06 Å in front of the same series, so \(2S=0.06\ \text{Å}+S\) and \(S=0.06\) Å. The growth therefore settles at

\[
1.12-0.06=1.06\ \text{Å per cycle}=0.106\ \text{nm per cycle}.
\]

This is Aitken extrapolation. The arithmetic is certain, but the phrase "if it goes on halving" is an assumption about the reactor. Three values cannot confirm it.

## Where a constant ratio comes from

Let \(a\) be the amount of precursor left in the gas. In a well-stirred reactor the gas leaving has the same composition as the gas inside, so the loss rate is proportional to \(a\):

\[
\frac{da}{dt}=-\frac{a}{\tau}
\quad\Longrightarrow\quad
a(t)=a(0)\,e^{-t/\tau}.
\]

Here \(t\) is the purge time and \(\tau\) is the decay time of the residue.

The next question is how much film this residue makes. Let \(t'\) be the time since the coreactant pulse began, \(b(t')\) the coreactant amount relative to its starting value, and \(\kappa\) the reaction rate at full coreactant. During the pulse the residue is both pumped away and consumed:

\[
\frac{da}{dt'}=-\left[\frac1\tau+\kappa b(t')\right]a .
\]

If the coreactant is in large excess, \(b(t')\) does not depend on \(a\). The equation is then linear, and its solution is the residue at the start of the pulse times a function of \(t'\) alone. The deposit is proportional to the time integral of \(\kappa b a\), so it is also proportional to the starting residue. Hence

\[
G(t)=L+A\,e^{-t/\tau},
\]

where \(G\) is the growth per cycle, \(L\) its limit for a long purge, and \(A\) the overlap growth extrapolated to zero purge.

Three assumptions have entered: one decay time, coreactant in excess, and a self-limited growth that does not itself change during the purge. In addition, the purge after the coreactant is held fixed. If that other purge is too short, leftover coreactant reacts with the next precursor dose. Most of this second overlap is the same in all three runs and stays inside \(L\). Some of the reaction, however, takes place during the purge that is being varied, so the single exponential is then only approximate. The limit thus belongs to the purge that was varied, and it need not be free of all overlap.

## The general formula

Take three purge times \(t_0\), \(t_0+\Delta\) and \(t_0+2\Delta\), and define

\[
r=e^{-\Delta/\tau},\qquad E=A\,e^{-t_0/\tau}.
\]

The number \(E\) is the overlap at the first purge time. Each further step multiplies the overlap by \(r\), so

\[
x_0=L+E,\qquad x_1=L+Er,\qquad x_2=L+Er^2 .
\]

Subtracting neighbours removes the unknown constant \(L\):

\[
d_1=x_1-x_0=-E(1-r),\qquad
d_2=x_2-x_1=-Er(1-r).
\]

Dividing removes \(E\) as well, which leaves \(r=d_2/d_1\). The overlap still present in \(x_2\) is \(Er^2\). From the expression for \(d_2\), \(Er=-d_2/(1-r)\), and therefore

\[
L=x_2-Er^2=x_2+\frac{r}{1-r}\,d_2 .
\]

Since \(d_2\) is negative for a falling curve, the correction lowers the last value, as it should. Inserting \(r=d_2/d_1\) gives

\[
\frac{r}{1-r}=\frac{d_2}{d_1-d_2},
\]

and so

\[
\boxed{L=x_2-\frac{d_2^2}{d_2-d_1}
=x_2-\frac{(x_2-x_1)^2}{x_2-2x_1+x_0}}
\]

For the data above, \(d_2-d_1=-0.06+0.12=0.06\) Å, and

\[
L=1.12-\frac{(-0.06)^2}{0.06}=1.06\ \text{Å}.
\]

The same data give the decay time. From \(r=e^{-\Delta/\tau}\),

\[
\tau=-\frac{\Delta}{\ln r}=\frac{2\ \text{s}}{\ln 2}=2.885\ \text{s}.
\]

The overlap at 2, 4 and 6 s is 0.24, 0.12 and 0.06 Å. One more step of 2 s backwards doubles the first of these, so \(A=0.48\) Å.

Within this model one can also ask when the overlap has fallen to 1% of the limit. Setting \(Ae^{-t/\tau}=0.01L\) and taking the logarithm gives

\[
t=\tau\ln\frac{A}{0.01L}
=2.885\,\ln\frac{0.48}{0.0106}
=11.0\ \text{s}.
\]

This purge time holds for a single exponential. A slower source of precursor would lengthen it.

## The algorithm and its acceptance rule

1. Measure \(x_0,x_1,x_2\) at equally spaced purge times, with all other settings fixed.
2. Form \(d_1=x_1-x_0\) and \(d_2=x_2-x_1\). Stop if \(d_1=0\).
3. Form \(r=d_2/d_1\). Stop unless \(0<r<1\).
4. Return \(L=x_2-d_2^2/(d_2-d_1)\) and \(\tau=-\Delta/\ln r\).

The rule in step 3 has a direct meaning. If \(r=1\), the data lie on a straight line, the denominator vanishes and no limit is defined. If \(r>1\), the steps grow. If \(r<0\), the data turn back. None of these is a decaying exponential. If \(r=0\), the last two values agree, and there is no remaining change from which to find a decay time.

A curve that rises towards its limit also passes the rule, with \(A<0\). Its limit is still given correctly by the formula, but the decaying part cannot be overlap growth, which is positive. For that reading \(d_1\) must be negative.

The rule can miss unequal spacing. Sample the same curve at 2, 4 and 8 s. At 8 s the overlap has halved once more, to 0.03 Å, so the values are 1.30, 1.18 and 1.09 Å. The differences are \(-0.12\) and \(-0.09\) Å, and their ratio, 0.75, looks acceptable. The formula then returns

\[
1.09-\frac{(0.09)^2}{0.03}=0.82\ \text{Å},
\]

which is 0.24 Å too low. The ratio of differences equals \(e^{-\Delta/\tau}\) because both steps have the same length. With unequal steps one must solve the three equations for \(L\), \(A\) and \(\tau\) directly.

## How errors in the data reach the limit

Write \(D=d_2-d_1=x_2-2x_1+x_0\), so that \(L=x_2-d_2^2/D\). Differentiating with respect to each value gives

\[
\frac{\partial L}{\partial x_0}=\frac{d_2^2}{D^2},
\]

\[
\frac{\partial L}{\partial x_1}
=\frac{2d_2D-2d_2^2}{D^2}
=\frac{2d_2(D-d_2)}{D^2}
=-\frac{2d_1d_2}{D^2},
\]

\[
\frac{\partial L}{\partial x_2}
=1-\frac{2d_2D-d_2^2}{D^2}
=\frac{(D-d_2)^2}{D^2}
=\frac{d_1^2}{D^2}.
\]

The last step in the second and third lines uses \(D-d_2=-d_1\). With \(d_2=rd_1\) and \(D=-(1-r)d_1\), the three weights become

\[
w_0=\frac{r^2}{(1-r)^2},\qquad
w_1=-\frac{2r}{(1-r)^2},\qquad
w_2=\frac{1}{(1-r)^2}.
\]

Their sum is \((r^2-2r+1)/(1-r)^2=1\). An offset common to all three values therefore shifts the limit by the same offset.

For \(r=1/2\) the weights are 1, \(-4\) and 4. If the three values have independent errors of equal standard deviation \(\sigma\), the variances add, and to first order

\[
\sigma_L=\sigma\sqrt{w_0^2+w_1^2+w_2^2}
=\sigma\,\frac{\sqrt{1+4r^2+r^4}}{(1-r)^2}.
\]

Here the factor is \(\sqrt{1+16+16}=5.745\).

Two limits show what the spacing does. For \(\Delta\gg\tau\), \(r\to0\) and the weights tend to 0, 0 and 1: the last measurement is already the limit. For \(\Delta\ll\tau\), \(1-r\approx\Delta/\tau\), and the factor grows as \(\sqrt6\,(\tau/\Delta)^2\). Closely spaced purge times look nearly linear, and a small error then moves the limit a long way.

Suppose that each growth per cycle is found as a film thickness divided by a number of cycles, with a thickness error of 1 Å on films of 200 cycles. The growth error is then \(1/200=0.005\) Å per cycle, and the limit carries \(5.745\times0.005=0.029\) Å. To bring this down to 0.01 Å with the same thickness error, each of the three films needs about 570 cycles.

The first-order error is symmetric, but the true spread is not. Random normal errors of 0.005 Å on each value give a range from 1.024 to 1.084 Å between the 16th and 84th percentiles. The lower side is longer because the downward correction is the product of the last drop, \(|d_2|\), and the factor \(r/(1-r)\). An error that enlarges the last drop raises both, and the factor itself climbs more and more steeply with \(r\).

Rounding alone has a similar effect. Data quoted to 0.01 Å may each be off by up to 0.005 Å. Throughout that range \(r\) stays between 0 and 1, so the signs of the three weights do not change, and the extremes occur when every value sits at an end of its interval. The lowest limit comes from 1.295, 1.185 and 1.115 Å:

\[
1.115-\frac{(0.07)^2}{0.04}=0.9925\ \text{Å}.
\]

The highest comes from 1.305, 1.175 and 1.125 Å:

\[
1.125-\frac{(0.05)^2}{0.08}=1.094\ \text{Å}.
\]

Inputs rounded to 0.01 Å thus allow any limit from 0.99 to 1.09 Å. The second decimal of 1.06 follows from the data taken at face value, and rounded data do not secure it.

## A second, slower exponential

Precursor that sticks to the chamber walls may leave them more slowly than the gas is exchanged. Let this add a small term \(Bs^n\) to the value \(x_n\), where \(B\) is the slow tail at the first purge time and \(s\) is its ratio per step. To first order in \(B\), the weights give the shift of the Aitken result above the true limit:

\[
\delta L=B\,(w_0+w_1s+w_2s^2)
=B\,\frac{r^2-2rs+s^2}{(1-r)^2}
=B\left(\frac{s-r}{1-r}\right)^2 .
\]

The square is never negative, so a positive tail makes the estimate too high, to this order, whatever its decay time. If \(s=r\), the tail merges with the main exponential and is removed. If \(s\to1\), it hardly changes during the experiment, and all of \(B\) is counted as part of the limit.

Take an assumed tail of 0.02 Å at 2 s with a decay time of 20 s. Then \(s=e^{-2/20}=0.905\), and

\[
\delta L=0.02\left(\frac{0.905-0.5}{0.5}\right)^2=0.013\ \text{Å}.
\]

Solving the three data equations with this tail included gives a limit of 1.047 Å, in agreement with the first-order shift.

A fourth measurement at the next equal step seems a natural check. The single exponential predicts \(x_3=x_2+rd_2=x_2+d_2^2/d_1\). The small tail changes the true \(x_3\) by \(Bs^3\). It changes the prediction by \(Bs^2+2r\,\delta d_2-r^2\,\delta d_1\), with \(\delta d_1=B(s-1)\) and \(\delta d_2=Bs(s-1)\). The true value minus the prediction is therefore

\[
B\left[s^2(s-1)-2rs(s-1)+r^2(s-1)\right]
=-B(1-s)(s-r)^2 .
\]

For a slow tail the factor \(1-s\) is small, and the fourth point is nearly blind to it. In the example the prediction for 8 s is 1.0900 Å without the tail and 1.0897 Å with it. The gap of 0.0003 Å is far below the assumed growth error of 0.005 Å.

A purge of 40 s does better. The single exponential gives 1.060 Å there, and the model with the tail gives 1.050 Å. The gap is now 0.010 Å, twice the assumed error of one measurement. The extrapolated value of 1.060 Å, however, carries its own error of 0.029 Å, about three times the gap. A long run is thus the more useful check against this kind of tail, but with films of 200 cycles it could not reveal a tail of this size. If the self-limited growth does not change during the purge, the long run still measures the growth near the limit directly, with a random error of only 0.005 Å.

## Two other departures from the model

Some adsorbed precursor may leave the surface during the purge. Let the self-limited growth fall as \(L_0e^{-kt}\), with a small loss rate \(k\). There is then no plateau at long times, and the quantity of interest is the zero-loss growth \(L_0\). To first order each value is lowered by \(kL_0t_n\), so the Aitken result is lowered by \(kL_0\sum_n w_nt_n\). With \(t_n=t_0+n\Delta\) and weights that sum to one,

\[
\sum_n w_nt_n=t_0+\Delta(w_1+2w_2)
=t_0+\Delta\,\frac{2-2r}{(1-r)^2}
=t_0+\frac{2\Delta}{1-r}.
\]

Here this is \(2+4/0.5=10\) s. For an assumed loss of 0.1% per second the shift is \(0.001\times1.06\times10=0.0106\) Å. The full solution gives \(L_0=1.071\) Å. This error has the opposite sign to that of the slow tail. Such a loss also spoils the long run as a direct measurement: after 40 s the self-limited growth has fallen by \(1-e^{-0.04}\), about 4%, which is 0.042 Å.

The other departure is a coreactant that is not in large excess. A larger residue then uses up more coreactant, so each unit of residue deposits less. The leading correction to the overlap is a negative term in the square of the residue, which decays with ratio \(s=r^2\) per step. The formula for a second exponential gives

\[
\delta L=B\left(\frac{r^2-r}{1-r}\right)^2=Br^2,\qquad B<0 .
\]

To size it, let the coreactant be present at its full amount when the pulse begins, and let it then be pumped away with the same decay time \(\tau\). Measure \(a\) relative to the precursor amount at zero purge, and let \(q\) be the ratio of that amount to the starting coreactant, counted in reacting equivalents. Then

\[
\frac{db}{dt'}=-\frac{b}{\tau}-q\,\kappa ab,\qquad b(0)=1 .
\]

This equation was integrated together with the one for \(a\), with \(\tau=2.885\) s, \(\kappa=1\) s\(^{-1}\) and \(q=0.2\). The limit was set to 1.06 Å and the overlap at 2 s was scaled to 0.24 Å. The growth values came out as 1.3000, 1.1811 and 1.1208 Å, and Aitken's formula applied to them falls 0.0012 Å below the true limit. With the coreactant in excess, the same integration returned 1.18 and 1.12 Å for the second and third values, as the single exponential requires.

## Reading the result for a real reactor

The numbers are set in the regime of thermal oxide deposition in a flow reactor: roughly 1 Å per cycle, roughly 1 Torr, and purges of seconds. They are round values and describe no particular film. The overlap at 2 s is 0.24 Å out of 1.30 Å, or 18%, which represents a clearly under-purged process.

The decay time can be compared with gas exchange. A flow of 100 sccm is 100 cm³ per minute at 760 Torr and 273 K. At 1 Torr and 473 K it becomes

\[
\frac{100}{60}\times760\times\frac{473}{273}\approx2.19\times10^3\ \text{cm}^3/\text{s}.
\]

Multiplying by 2.885 s gives a stirred volume of 6.3 litres. If the heated volume of a reactor run at these settings is much smaller than this, plain gas exchange does not explain the fitted \(\tau\), and slow release from walls or poorly swept spaces becomes a candidate.

Real reactors are not perfectly stirred, and their walls hold and release precursor, so the assumption of a single decay time is open to doubt. The slow tail assumed above lowers the limit by 0.013 Å, about 1% of its value. The assumed surface loss raises it by 0.011 Å. Coreactant depletion matters about ten times less for the assumed \(q=0.2\) and \(\kappa=1\) s\(^{-1}\), but it grows faster than in proportion to \(q\): at the same \(\kappa\) the Aitken result falls 0.010 Å below the true limit for \(q=1\) and 0.039 Å below it for \(q=2\). At the sizes assumed here, all three are smaller than the 0.03 Å that comes from the assumed thickness error. For data of this quality the prediction is best stated as 1.06 Å per cycle with an uncertainty of about 0.03 Å, conditional on a single exponential. The condition matters, because other washout shapes fit the same three values exactly and move the limit in either direction. If the residue is that of the last of two or three equal stirred volumes in series, all filled at the start, the limit is 1.08 or 1.09 Å. If the overlap falls as \(1/(t+c)\), with \(c\) a fitted constant, the limit is 0.94 Å. The values behind these estimates are collected in the numerical output.

## Calculated quantities

```
input: purge 2 s, growth 1.30 angstrom/cycle
input: purge 4 s, growth 1.18 angstrom/cycle
input: purge 6 s, growth 1.12 angstrom/cycle
first difference: -0.120 angstrom
second difference: -0.060 angstrom
ratio r: 0.5000 (no unit)
Aitken limit: 1.0600 angstrom/cycle = 0.1060 nm/cycle
decay time tau: 2.885 s
overlap amplitude at zero purge: 0.480 angstrom
overlap at 2 s: 0.240 angstrom
overlap at 4 s: 0.120 angstrom
overlap at 6 s: 0.060 angstrom
purge for overlap of 1% of limit: 11.00 s
false limit from purges 2, 4, 8 s: 0.820 angstrom
error weights x0, x1, x2: 1.000, -4.000, 4.000
random error amplification: 5.745 (no unit)
assumed rounding half-width: 0.005 angstrom
limit range from rounding: 0.9925 to 1.0938 angstrom
assumed thickness error: 1.0 angstrom, 200 cycles
resulting growth error: 0.0050 angstrom/cycle
first-order limit error: 0.0287 angstrom
sampled 16-84% range: 1.024 to 1.084 angstrom
cycles for limit error 0.01 angstrom: 574
assumed slow tail at 2 s: 0.020 angstrom, time 20 s
slow-tail ratio s: 0.9048 (no unit)
limit with slow tail: 1.0468 angstrom
first-order slow-tail bias: 0.0131 angstrom
growth at 8 s, single exponential: 1.0900 angstrom
growth at 8 s, with slow tail: 1.0897 angstrom
growth at 40 s, single exponential: 1.0600 angstrom
growth at 40 s, with slow tail: 1.0498 angstrom
assumed adsorbate loss rate: 0.0010 1/s
zero-loss saturated growth: 1.0706 angstrom
first-order loss shift: 0.0106 angstrom
assumed reaction rate at full coreactant: 1.0 1/s
assumed initial precursor/coreactant ratio: 0.20 (no unit)
growth with depletion: 1.3000, 1.1811, 1.1208 angstrom
Aitken bias from depletion: -0.00117 angstrom
assumed flow: 100 sccm at 1 Torr, 473 K
stirred volume matching tau: 6.33 litre
```
